# Critical thickness of a film with linearly graded misfit

## Question

I am working on misfit dislocations in epitaxial films. For a film of uniform misfit $f$, I balance the force on a threading dislocation against a constant line tension $T$ and get

$$h_c=\frac{T}{M b_x f},$$

where $M$ is the biaxial modulus and $b_x$ is the part of the Burgers vector that relieves the misfit.

My exercise has a graded film instead. Its misfit is zero at the substrate and rises as $f(z)=gz$ with height $z$. I have to show that the critical thickness varies as $g^{-1/2}$. If I put the top misfit $f=gh_c$ into the uniform formula, I get $h_c=\sqrt{T/(Mb_xg)}$. The power is right, but I doubt the prefactor, because most of the film has less misfit than the top.

How should this be done properly? Does the dislocation have to lie at the substrate? And would the answer mean anything for a silicon-germanium buffer graded at 10% germanium per micrometre?

## Answer

Your doubt is justified: the prefactor is too small by $\sqrt2$. The remedy is to add up the force over the height of the film, using the local stress at each height.

### Stress in the coherent film

Take $z$ upward from the substrate, $y$ along the future misfit dislocation, and $x$ in the film plane across it. The misfit $f$ is the fractional difference between the film's natural lattice spacing and that of the substrate. I use magnitudes, so the same formulas serve for compression and tension.

The substrate is thick and does not bend. While the film is coherent, every layer has the substrate's in-plane spacing, so both in-plane strains at height $z$ equal $f(z)=gz$. The top surface is free, which gives $\sigma_{zz}=0$ throughout a thin film.

For an isotropic solid with shear modulus $\mu$ and Poisson ratio $\nu$, Hooke's law is

$$\sigma_{ij}=\lambda(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})\delta_{ij}+2\mu\varepsilon_{ij},
\qquad \lambda=\frac{2\mu\nu}{1-2\nu}.$$

Setting $\sigma_{zz}=0$ gives

$$\varepsilon_{zz}=-\frac{2\lambda}{\lambda+2\mu}f=-\frac{2\nu}{1-\nu}f.$$

The sum of the three strains is therefore

$$2f-\frac{2\nu}{1-\nu}f=\frac{2(1-2\nu)}{1-\nu}f,$$

and the in-plane stress is

$$\sigma=\frac{4\mu\nu}{1-\nu}f+2\mu f
=\frac{2\mu(1+\nu)}{1-\nu}f\equiv Mf.$$

In your film, $\sigma(z)=Mgz$.

### Force on the threading arm

A threading dislocation runs up through the film to the surface. When this arm glides sideways along $y$, it leaves a misfit dislocation behind it.

Let the glide plane contain $y$ and make an angle $\theta$ with the surface. Its normal can be written $(\sin\theta,0,\cos\theta)$. Since the stress acts only in the film plane, the traction on the glide plane is $(\sigma\sin\theta,0,0)$. Slip by the Burgers vector does work $\sigma b_x\sin\theta$ per unit area of glide plane.

If the arm advances by $\delta y$, the strip between heights $z$ and $z+dz$ has area $\delta y\,dz/\sin\theta$. The two factors of $\sin\theta$ cancel:

$$\delta W=\sigma(z)b_x\,dz\,\delta y.$$

The shape of the arm does not matter, provided it keeps that shape as it advances, because each strip then sweeps the same area. Dividing by $\delta y$ and summing from the substrate to the surface gives the driving force

$$F(h)=\int_0^h Mgz\,b_x\,dz=\frac{Mb_xg h^2}{2}.$$

One power of $h$ comes from the height over which the stress acts. The other comes from the mean misfit, $gh/2$, which grows with the film.

### The force balance

Advancing the arm by $\delta y$ creates a length $\delta y$ of misfit dislocation and costs energy $T\delta y$. The arm itself keeps its length. The opposing force is therefore $T$, and the threshold is $F(h_c)=T$:

$$\frac{Mb_xg h_c^2}{2}=T
\quad\Longrightarrow\quad
\boxed{h_c=\sqrt{\frac{2T}{Mb_xg}}}.$$

If $T$, $M$ and $b_x$ do not change with grading or thickness, $h_c\propto g^{-1/2}$. Four times the gradient halves the critical thickness.

Your substitution applied the top misfit to the whole film. That doubles the force at a given thickness, and so loses the factor 2 under the root. Equivalently, a uniform film with misfit $gh_c$ has critical thickness

$$\frac{T}{Mb_xgh_c}=\frac{h_c^2/2}{h_c}=\frac{h_c}{2}.$$

The graded film grows twice as thick before reaching threshold, because its mean misfit is half as large.

The same condition follows from energy. Put in parallel misfit lines at the substrate, with $\rho$ lines per unit distance along $x$. They reduce $\varepsilon_{xx}$ by $\rho b_x$ on average. To first order in $\rho$, the elastic energy per area falls by $\rho\int_0^h\sigma b_x\,dz=\rho F$, while the lines cost $\rho T$. The net cost per length of the first line is

$$T-F=T\left(1-\frac{h^2}{h_c^2}\right).$$

It is positive below $h_c$ and negative above it.

### Does the line have to lie at the substrate?

Suppose the misfit line lies at height $p$. Only the film above it is relieved, so

$$F=\int_p^h Mb_xgz\,dz=\frac{Mb_xg}{2}(h^2-p^2).$$

Setting this equal to $T=Mb_xgh_c^2/2$ gives the threshold

$$h=\sqrt{h_c^2+p^2}.$$

With constant $T$, the lowest threshold in the film is at $p=0$. The penalty for a small $p$ is weak, however, because the layers near the substrate carry little stress.

### Two changes to the profile

The square-root law needs a misfit that really starts near zero. If there is a jump $f_0$ at the substrate, so that $f=f_0+gz$, the balance is

$$Mb_x\left(f_0h+\frac{gh^2}{2}\right)=T=\frac{Mb_xgh_c^2}{2}.$$

Dividing by $Mb_xg/2$ gives $h^2+2(f_0/g)h-h_c^2=0$, whose positive root is

$$h=\sqrt{h_c^2+\left(\frac{f_0}{g}\right)^2}-\frac{f_0}{g}.$$

Here $h_c$ still denotes the value for a pure ramp. For $f_0\ll gh_c$ the threshold is close to $h_c-f_0/g$. For $f_0\gg gh_c$, expanding the root gives $h\simeq gh_c^2/(2f_0)=T/(Mb_xf_0)$, which is your uniform-film formula.

The ramp may also stop at a height $H<h_c$ and be followed by a cap of constant misfit $gH$. The ramp contributes $gH^2/2$ to the integrated misfit and the cap contributes $gH(h-H)$. Hence

$$\frac{gH^2}{2}+gH(h-H)=\frac{gh_c^2}{2}
\quad\Longrightarrow\quad
h=\frac{H}{2}+\frac{h_c^2}{2H}.$$

This total thickness equals $h_c$ at $H=h_c$. For a very short ramp, the second term dominates and is again the uniform-film result for misfit $gH$.

### Numbers for your buffer

I take rough values $\mu=50$ GPa, $\nu=0.28$ and lattice constant $a=0.543$ nm. Pure germanium on silicon has a misfit of roughly 0.042, and I let the misfit be proportional to germanium content. Then

$$g=\frac{0.042\times0.10}{1000\ \text{nm}}=4.2\times10^{-6}\ \text{nm}^{-1},$$

$$M=\frac{2(50)(1.28)}{0.72}=177.8\ \text{GPa}.$$

On a (001) surface, consider a 60° dislocation, whose Burgers vector makes that angle with the misfit line. Its length is $b=a/\sqrt2=0.384$ nm, and $b_x=b/2=0.192$ nm. I choose a round line tension $T=5.5$ nN. Because 1 GPa nm² is 1 nN,

$$h_c=\sqrt{\frac{2(5.5)}{(177.8)(0.192)(4.2\times10^{-6})}}\ \text{nm}
\simeq277\ \text{nm}.$$

At this thickness the top contains about 2.8% germanium. Its misfit is 0.116% and its stress is 0.207 GPa. A misfit line 100 nm above the substrate would raise the threshold only to about 295 nm.

With the same $T$ and elastic constants, grading at 2.5% per micrometre gives 554 nm, and 40% per micrometre gives about 139 nm. Each fourfold increase in gradient halves the thickness.

### How constant is the line tension?

A dislocation's elastic field extends roughly to the free surface, so its energy depends on depth. A standard estimate for a line at the substrate is

$$T(h)=A\left[\ln\frac hb+1\right],
\qquad
A=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)},$$

where $\beta=60^\circ$ is the angle between the Burgers vector and the line. The added 1 represents the core energy and is uncertain.

Here $A=0.758$ nN. At 277 nm the bracket is about 7.58, so $T=5.74$ nN, close to the chosen 5.5 nN. Solving the force balance numerically with this logarithmic energy gives 284 nm. Changing the core constant from 0.5 to 1.5 moves the result from 273 to 293 nm. These numbers belong to the isotropic model. The chosen $\mu$ and $\nu$ reproduce the biaxial modulus of (001) silicon well, but they understate the energy of a 60° line along $\langle110\rangle$. With silicon's cubic constants ($c_{11}=165.7$, $c_{12}=63.9$, $c_{44}=79.6$ GPa), anisotropic elasticity gives $A\simeq0.94$ nN and $M\simeq180$ GPa. Then $T\simeq7.1$ nN at 277 nm, and the logarithmic threshold with core constant 1 rises to about 316 nm.

The logarithm also changes the power law. Write $L=\ln(h/b)+1$. The balance $Mb_xgh^2/2=AL$ gives, on taking logarithms and differentiating,

$$d\ln g+2\,d\ln h=d\ln L=\frac{d\ln h}{L},$$

since $dL=d\ln h$. Therefore

$$\frac{d\ln h}{d\ln g}=-\frac{1}{2-1/L}.$$

At the 284 nm threshold $L=7.6$, and the local exponent is $-0.535$ instead of $-0.5$. A steeper grading gives a thinner critical film, which lowers $T$ and reduces the thickness a little further. For 2.5% and 40% per micrometre, the logarithmic thresholds are 594 and 135 nm.

The best line height changes too. A line at height $p$ is only $h-p$ below the surface, so its energy is smaller. Its net driving force is

$$\frac{Mb_xg}{2}(h^2-p^2)-A\left[\ln\frac{h-p}{b}+1\right].$$

Setting the derivative with respect to $p$ to zero gives

$$p(h-p)=\frac{A}{Mb_xg}.$$

The smaller root is the maximum near the substrate. Solved together with the threshold condition, it gives $p\simeq20$ nm. The gain is slight: the threshold falls by less than 1 nm. The formula should not be used within a few $b$ of the surface, where the logarithmic energy loses its meaning.

### What a real buffer does

The calculated threshold is a few hundred nanometres. At 10% germanium per micrometre, a buffer must be several micrometres thick to reach a high germanium content, so it passes the threshold early in its growth. The threshold assumes, however, that dislocations are available and respond at once. In the glide estimate below, slow motion moves the relevant thickness from 277 nm to about 510 nm, with a wide uncertainty from the dislocation mobility.

Three smaller corrections come first, each with the other inputs held fixed:

- **Surface step.** Glide can leave a step of height $b_z=0.272$ nm. If the exposed face is taken as vertical, with a rough surface energy of 1 N/m, creating it adds about 0.27 nN to $T$. Since $h_c\propto\sqrt T$, the threshold rises by about 2%.
- **Thermal expansion.** Germanium expands more than silicon, by roughly $3.3\times10^{-6}$ per kelvin. Between 293 K and a growth temperature of 1023 K, this raises the misfit by about 6% and lowers $h_c$ by about 3%.
- **Misfit against composition.** The alloy lattice constant falls below the straight line between silicon and germanium. A common fit is $a(x)\simeq0.5431+0.01992x+0.002733x^2$ nm for germanium fraction $x$. At a few percent germanium the misfit is then about $0.037x$ rather than $0.042x$, which raises $h_c$ by about 7%, to roughly 296 nm.

**Slow glide.** Just above $h_c$ the net force is small, and the arm moves by thermal activation. I treat it as straight and perpendicular to the misfit line. Its length in the glide plane is then $h/\sin\theta$, with $\sin\theta=\sqrt{2/3}$, and the mean excess shear stress is

$$\tau_{\rm ex}=\frac{(F-T)\sin\theta}{bh}.$$

I take the speed as $v=m\tau_{\rm ex}e^{-Q/kT_g}$, where $k$ is Boltzmann's constant and $T_g=1023$ K. The barrier is roughly $Q=2.2$ eV, and $m=10^4$ m/s per MPa is good only to an order of magnitude. If the film grows at $R=1$ nm/s, the arm has travelled

$$X=\frac1R\int_{h_c}^{h}v(h')\,dh'$$

by the time the thickness is $h$. I choose $X=1$ mm as a useful length of misfit line. Solving numerically gives $h\simeq510$ nm, or 1.8 times $h_c$, when the arm is moving at about 8 µm/s. This keeps $T=5.5$ nN and ignores stress relief by other dislocations. It also ignores the bowing of the arm into the misfit line. A bowed arm advances faster, because its slanted parts need less speed along their own normal to keep up, so it would cover the same distance at a smaller thickness. Solving for the steadily moving bowed shape, with the same $T$ and mobility, gives a speed about 1.7 times higher and a thickness of about 450 nm. The result depends strongly on the rough mobility: a value of $m$ ten times larger gives about 350 nm, and one ten times smaller gives about 1100 nm. The estimate shows that the delay can be substantial, but it does not fix its size.

**Making new dislocations.** The force balance assumes that a threading arm already exists. Otherwise, one possibility is for a half-loop of radius $r$ to form at the surface. The shear stress along the Burgers vector is $\tau=\sigma\sin\theta\,b_x/b$. At $h_c$ its surface value is 84 MPa. If that value acted throughout the loop, the energy would be

$$E(r)=\pi rT-\frac{\pi r^2}{2}\tau b.$$

Setting $dE/dr=0$ gives $r=T/(\tau b)\simeq170$ nm and a barrier

$$E_{\max}=\frac{\pi T^2}{2\tau b}\simeq9\times10^3\ \text{eV}.$$

The stress really decreases with depth, so the loop gains less work than assumed. For this constant $T$, the estimate is therefore a lower bound. Thermal energy at growth is only 0.088 eV, so a smooth, defect-free surface will not supply half-loops in this way at $h_c$. Existing threading dislocations or other sources are needed.

So read 277 nm as the thickness above which an existing arm lowers the total energy by laying down misfit line. It is not a prediction that relaxation will be visible at that thickness. A film with few sources, or one grown too cold for rapid glide, can remain strained well beyond it.
